# What retarded diffusion reveals about a dopant's interstitial fraction

## Problem

A dilute substitutional dopant in a crystal is immobile until it captures a point defect. With a self-interstitial it forms a mobile pair AI, with a vacancy a mobile pair AV. At point-defect equilibrium its diffusivity is \(D^*\), of which a fraction \(f\) is carried by AI and \(1-f\) by AV. A surface reaction now holds the defect concentrations at steady values away from equilibrium, and the dopant diffusivity falls to \(D=0.6\,D^*\) at the same temperature and Fermi level.

Assume that interstitials and vacancies obey mass action, \(C_IC_V=C_I^*C_V^*\), where a star marks equilibrium. Show that \(f\ge 0.9\) or \(f\le 0.1\). Decide which alternative applies when the injected defect is known, and find how the conclusion changes when the assumptions are relaxed.

The following conventions are used:

\[
s_I=\frac{C_I}{C_I^*},\qquad s_V=\frac{C_V}{C_V^*},\qquad r=\frac{D}{D^*}.
\]

The fraction \(f\) is a property of the dopant at defect equilibrium. It is not the share of current carried by interstitials during injection.

## First estimate by scaling

Suppose that interstitials dominate, and call the small vacancy-mediated fraction \(m=1-f\). If each channel scales with the concentration of its own defect, lowering \(s_I\) to \(s\) reduces the main channel to about \(s\). Mass action raises the vacancy concentration by \(1/s\), so the minor channel grows to \(m/s\):

\[
r\sim s+\frac ms .
\]

A large \(s\) leaves the main channel open, and a small \(s\) opens the minor one. The sum is smallest when the terms are comparable, \(s\sim\sqrt m\), and each is then about \(\sqrt m\). The strongest retardation is therefore

\[
r_{\min}\sim2\sqrt m .
\]

To reach \(r=0.6\), the minor fraction must not exceed about \(m_0=r^2/4=0.09\). The estimate is \(f\gtrsim0.91\). Exchanging the roles of the defects gives \(f\lesssim0.09\).

## Exact solution

### From pairs to the diffusivity

Let \(g_I\) and \(g_V\) be the rates at which one substitutional atom captures an interstitial or a vacancy at equilibrium. Capture is proportional to defect concentration, so the rates under injection are \(g_Is_I\) and \(g_Vs_V\). Let \(k_I,k_V\) be the rates at which the pairs release their defects, and \(d_I,d_V\) the pair diffusivities. The local balance of AI is

\[
g_Is_I C_A-k_I C_{AI}=0,
\]

with a similar equation for AV. Hence

\[
C_{AI}=\frac{g_Is_I}{k_I}C_A,\qquad
C_{AV}=\frac{g_Vs_V}{k_V}C_A .
\]

This balance requires pairs to dissociate quickly compared with the evolution of the profile, and to migrate only a short distance compared with its width. The variance argument below removes the second requirement. The fixed Fermi level keeps the proportions of the defect charge states fixed, so one factor \(s_I\) or \(s_V\) scales all states of that defect.

Only the pairs move. For spatially uniform \(s_I\) and \(s_V\), their combined flux is

\[
J=-d_I\nabla C_{AI}-d_V\nabla C_{AV}
=-\left(\frac{d_Ig_I}{k_I}s_I+\frac{d_Vg_V}{k_V}s_V\right)\nabla C_A .
\]

Few dopant atoms are paired at any instant, so \(C_A\) is nearly the total dopant concentration and the bracket is \(D\). Setting \(s_I=s_V=1\) gives

\[
D^*=\frac{d_Ig_I}{k_I}+\frac{d_Vg_V}{k_V},\qquad
f=\frac{d_Ig_I}{k_ID^*} .
\]

The first term in \(D\) is therefore \(fD^*s_I\), and the second is \((1-f)D^*s_V\). Division by \(D^*\) gives

\[
r=f s_I+(1-f)s_V. \tag{1}
\]

### The lower bound

Mass action means \(s_Is_V=1\). With \(s=s_I\), equation (1) becomes

\[
r(s)=fs+\frac{1-f}{s},\qquad s>0. \tag{2}
\]

Consider the square

\[
\left(\sqrt{fs}-\sqrt{\frac{1-f}{s}}\right)^2
=fs+\frac{1-f}{s}-2\sqrt{f(1-f)} .
\]

The factor \(s\) cancels in the cross term. Moving that term to the other side gives

\[
r=\left(\sqrt{fs}-\sqrt{\frac{1-f}{s}}\right)^2+2\sqrt{f(1-f)}
\ge2\sqrt{f(1-f)} . \tag{3}
\]

For \(0<f<1\), equality requires \(fs=(1-f)/s\), or \(s=\sqrt{(1-f)/f}\). The two channels then carry equal currents, whatever their shares at equilibrium.

Both sides of (3) are non-negative, so squaring preserves the inequality:

\[
f(1-f)\le\frac{r^2}{4}.
\]

Since \(f(1-f)=\tfrac14-(f-\tfrac12)^2\), this is equivalent to

\[
\left(f-\frac12\right)^2\ge\frac{1-r^2}{4}.
\]

For \(r<1\), taking the square root leaves two alternatives:

\[
f\ge\frac{1+\sqrt{1-r^2}}2
\quad\text{or}\quad
f\le\frac{1-\sqrt{1-r^2}}2. \tag{4}
\]

At \(r=0.6\), \(\sqrt{1-0.36}=0.8\). The edges are \((1+0.8)/2=0.9\) and \((1-0.8)/2=0.1\), which proves the claim.

### The bound is attained

The condition is also sufficient if the supersaturation can be chosen freely. Multiplying (2) by \(s\) gives \(fs^2-rs+1-f=0\), with roots

\[
s_\pm=\frac{r\pm\sqrt{r^2-4f(1-f)}}{2f}. \tag{5}
\]

For an allowed \(f\) between 0 and 1 the square root is real and smaller than \(r\), so both roots are positive. They merge at an edge. For \(f=0.9\), \(s=0.6/1.8=1/3\), and the channels contribute \(0.9/3=0.3\) and \(0.1\times3=0.3\). At \(f=1\) the solution is \(s=r\); at \(f=0\) it is \(s=1/r\).

Inside the allowed range, one reading does not determine the supersaturation. For \(f=0.95\), equation (5) gives \(s_I=0.533\) and \(s_I=0.099\). At the first value the interstitial channel dominates; at the second, the vacancy channel does.

### Which edge applies

Subtract 1 from (2) and factor:

\[
r-1=\frac{fs^2-s+1-f}{s}
=\frac{(s-1)(fs-1+f)}{s}. \tag{6}
\]

Vacancy injection gives \(s<1\), so the first factor is negative. Retardation then needs \(fs>1-f\). Because \(s<1\), this implies \(f>1-f\), or \(f>1/2\), and (4) leaves \(f\ge0.9\).

Interstitial injection gives \(s>1\). Retardation now needs \(fs<1-f\), which implies \(f<1/2\), and (4) leaves \(f\le0.1\). Knowing the injected species therefore removes the ambiguity.

## Comparison of estimate and exact result

The estimate replaced \(f=1-m\) by 1 in the main channel. The exact edge satisfies \(m(1-m)=r^2/4=m_0\), so

\[
\frac{m-m_0}{m}=m .
\]

The relative error of the estimated minor fraction equals the exact minor fraction itself. Here \(m_0=0.09\) and \(m=0.10\), so the estimate is 10% low relative to the exact value.

For strong retardation, \(r\ll1\), the edge approaches \(m=r^2/4\) and the estimate becomes accurate. For weak retardation, write \(r=1-\epsilon\) with \(\epsilon\ll1\). Then \(1-r^2\simeq2\epsilon\), and (4) gives

\[
m\simeq\frac12-\sqrt{\frac{\epsilon}{2}} .
\]

The edge tends to \(1/2\), whereas the estimate tends to \(1/4\): neither channel is minor in this limit. The square root also shows that a small retardation already excludes a wide interval around \(f=1/2\). The minimum ratio is 0.92 at \(f=0.7\), 0.80 at \(f=0.8\) and 0.60 at \(f=0.9\).

## If the supersaturation is not uniform

Injected defects may vary with depth and time. Consider a buried layer whose dopant stays far from all boundaries, and let \(C\) be the total dopant concentration, including pairs. Capture and release conserve \(C\), so

\[
\frac{\partial C}{\partial t}
=\frac{\partial^2}{\partial x^2}\left(d_IC_{AI}+d_VC_{AV}\right).
\]

Multiply by \(x^2\), integrate, and integrate by parts twice. The boundary terms vanish and the second derivative of \(x^2\) is 2:

\[
\frac{d}{dt}\int x^2C\,dx
=2\int(d_IC_{AI}+d_VC_{AV})\,dx.
\]

The same operation with \(x\) gives zero, so the mean position is fixed and can be placed at \(x=0\). Integrating the AI balance over \(x\) removes its diffusion term. With negligible change in the number of pairs, \(k_I\int C_{AI}dx=g_I\int s_IC_Adx\), and likewise for AV. Therefore

\[
\frac{d}{dt}\int x^2C\,dx
=2D^*\int\left[fs_I+(1-f)s_V\right]C_A\,dx .
\]

If mass action holds at each point and time, the bracket is at least \(2\sqrt{f(1-f)}\). Its average over dopant atoms and time obeys the same bound. Thus (4) applies to the ratio of variance growths, even if a pair travels a finite distance before dissociating.

## Worked example: a buried indium layer in silicon

Take indium in silicon at 1273 K, annealed for \(t=3600\) s under vacancy injection. The equilibrium diffusivity is \(D^*=1.00\) nm²/s and the initial Gaussian width is \(\sigma_0=20\) nm. The ratio 0.6 is a posed reading, and the calculation uses the edge case \(f=0.9\), \(s_I=1/3\).

For a constant diffusivity, \(\sigma^2=\sigma_0^2+2Dt\). The final widths at equilibrium and under injection are

\[
\sigma_{\rm eq}=\sqrt{400+7200}\ {\rm nm}=87.2\ {\rm nm},
\]
\[
\sigma_{\rm inj}=\sqrt{400+4320}\ {\rm nm}=68.7\ {\rm nm}.
\]

The initial variance must be subtracted before the ratio is formed: \(4320/7200=0.600\), whereas \(4720/7600=0.621\). A transport calculation that follows A, AI and AV separately gives the same two widths and a growth ratio of 0.6000.

In a second calculation, still with \(f=0.9\), \(s_I\) was \(\tfrac13\exp[0.8\sin(2\pi x/150\,{\rm nm})]\) for the first half of the anneal and \(\tfrac12\exp[0.5\tanh(x/100\,{\rm nm})]\) for the second. The averaged ratio was 0.679, above the bound of 0.6.

### Shape of the profile

The variance is simple, but the profile is not Gaussian. Let both pairs have the migration length \(\lambda=\sqrt{d/k}=10\) nm. A pair lives for a time \(\tau\) with an exponential distribution, so \(\langle\tau\rangle=1/k\) and \(\langle\tau^2\rangle=2/k^2\). Its displacement \(u\) satisfies

\[
\langle u^2\rangle=2d\langle\tau\rangle=2\lambda^2,\qquad
\langle u^4\rangle=3(2d)^2\langle\tau^2\rangle=24\lambda^4 .
\]

Since the total variance growth is \(2Dt\), the mean number of migrations is \(N=Dt/\lambda^2=2160/100=21.6\). Pair lifetimes are short compared with the waiting times, so the number is nearly Poisson distributed. The logarithm of the displacement's characteristic function is then \(N(\langle e^{iqu}\rangle-1)\), and its fourth cumulant is \(N\langle u^4\rangle\). The initial Gaussian contributes none. The excess kurtosis is

\[
\frac{24\lambda^2Dt}{\sigma_{\rm inj}^4}
=\frac{24(100)(2160)}{(4720)^2}=0.233.
\]

The transport calculation gives 0.236. Doubling its grid spacing from 3 to 6 nm and its time step from 2.5 to 5 s raises this by 0.007, more than the difference from the formula. Fitting a Gaussian to both profiles therefore misreads the spread. A least-squares fit to the concentration gives a ratio of 0.585 and an edge of 0.906, and a fit to its logarithm over three decades gives 0.624 and 0.891. The variance is the quantity to use.

## Where the conclusion can fail

### Incomplete recombination

A steady state does not by itself imply mass action. If both defects were held at \(s_I=s_V=0.6\), equation (1) would give \(r=0.6\) for every \(f\). For a general product \(P=s_Is_V\), the square in (3) gives \(r\ge2\sqrt{f(1-f)P}\). A product below one weakens the inference, and a product above one strengthens it.

Consider vacancy injection into a well-mixed layer, with interstitials resupplied by diffusion over a length \(L\). Let \(D_I,D_V\) be the diffusivities of the free defects and \(a\) their capture radius. Without a reaction barrier, resupply balances recombination when

\[
\frac{D_IC_I^*(1-s_I)}{L^2}
=4\pi a(D_I+D_V)C_I^*C_V^*(s_Is_V-1).
\]

Division by the coefficient on the right gives \(s_Is_V-1=\beta(1-s_I)\), with

\[
\beta=\frac{D_I}{D_I+D_V}\frac1{4\pi aC_V^*L^2}
\le\frac1{4\pi aC_V^*L^2}.
\]

Solving for the interstitial level gives \(s_I=(1+\beta)/(s_V+\beta)\). For \(s_V>1\) this is below one, so the product exceeds one. With \(y=s_V+\beta\), (1) becomes

\[
r=\frac{f(1+\beta)}y+(1-f)y-(1-f)\beta .
\]

Completing the square in the first two terms gives

\[
r\ge2\sqrt{f(1-f)(1+\beta)}-(1-f)\beta. \tag{7}
\]

Equality occurs at \(y=\sqrt{f(1+\beta)/(1-f)}\), which is accessible under vacancy injection if \(f/(1-f)>1+\beta\).

Take \(a=0.50\) nm, \(C_V^*=10^{14}\) cm⁻³ and the upper value of \(\beta\). For \(L=1\) µm, with lengths expressed in cm,

\[
\beta=\frac1{4\pi(0.5\times10^{-7})(10^{14})(10^{-8})}=1.59.
\]

Equation (7) then gives a minimum of 0.81 at \(f=0.9\), so this dopant could not reach 0.6. The required fraction rises to 0.954. For \(L=10\) µm, \(\beta=0.016\) and the required fraction is 0.901. Mass action is thus a poor approximation over 1 µm for these parameters, but in this model \(f\ge0.9\) remains a valid, less sharp bound. The numbers hold for a well-mixed layer; concentration gradients within the layer would change them. They also depend strongly on \(C_V^*\): for \(L=1\) µm the required fraction is 0.911 at \(10^{15}\) cm⁻³ and 0.999 at \(10^{12}\) cm⁻³.

Away from mass action, equation (1) also assumes that pairs disappear only by releasing their defect. If AI can also react with a vacancy, and AV with an interstitial, at \(\varphi\) times the release rate at equilibrium, the factors \(s_I\) and \(s_V\) in (1) become \((s_I+\varphi)/(1+\varphi s_V)\) and \((s_V+\varphi)/(1+\varphi s_I)\). They are unchanged when \(s_Is_V=1\). For \(\beta=1.59\) the required fraction is 0.94 at \(\varphi=0.1\), 0.90 at \(\varphi=1\) and 0.82 at \(\varphi=100\). For AI with the parameters used here \(\varphi\) is about \(10^{-3}\), which is negligible.

The direction changes if the surface absorbs interstitials instead of emitting vacancies. Vacancies are then the resupplied defect, and the same balance with the roles exchanged gives \(s_Is_V-1=\beta'(1-s_V)\), where \(\beta'\) contains \(D_V\) in the numerator and \(C_I^*\) in place of \(C_V^*\). Now \(s_V>1\) means a product below one, and the bound \(f\ge0.9\) is lost. For an illustrative \(\beta'=1.59\), a ratio of 0.6 requires only \(f\ge0.63\), a limit approached as \(s_I\to0\).

Recombination also takes time. Without a reaction barrier, vacancies remove an interstitial at a rate of at least \(4\pi aD_VC_V^*\) under vacancy injection. For \(D_VC_V^*=2\times10^6\) cm⁻¹ s⁻¹ the corresponding time is 0.8 s, short compared with the anneal. This is a local time; it does not include the spreading of injected defects through the wafer. A barrier \(E_b\) to recombination multiplies it, and \(\beta\), by \(\exp(E_b/k_BT)\): the time becomes 76 s for 0.5 eV and about 2900 s, comparable with the anneal, for 0.9 eV.

### Direct exchange

Suppose a share \(g\) of \(D^*\) comes from exchange with lattice atoms and needs no defect. With \(f_I+f_V=1-g\),

\[
r=g+f_Is+\frac{f_V}{s}\ge g+2\sqrt{f_If_V}.
\]

For \(g<r\), it follows that \(f_I(1-g-f_I)\le(r-g)^2/4\). Solving the quadratic as before gives the upper edge

\[
f_I=\frac{1-g+\sqrt{(1-g)^2-(r-g)^2}}2 .
\]

It is 0.892 for \(g=0.01\) and 0.862 for \(g=0.05\). Even a small exchange share lowers this edge, which is a share of the whole \(D^*\), below 0.9. The limit on the vacancy share tightens instead, to \(f_V\le0.098\) and \(0.088\), and the interstitial share of the defect-mediated part, \(f_I/(1-g)\), stays above 0.9.

### Temperature and doping

The two anneals must be at the same temperature. If the injected wafer is 2 K colder and \(D^*\) has an activation energy \(E=3.6\) eV, part of the apparent retardation is thermal. With \(k_B\) the Boltzmann constant, the corrected ratio is

\[
r=0.6\exp\left[\frac{E}{k_B}\left(\frac1{1271\,{\rm K}}-\frac1{1273\,{\rm K}}\right)\right]=0.632,
\]

and the upper edge in (4) falls to 0.888. Under vacancy injection the reading then requires only \(f\ge0.888\).

A dose of \(10^{12}\) cm⁻² gives an initial peak \(C=2.0\times10^{17}\) cm⁻³, against an intrinsic carrier density \(n_i=10^{19}\) cm⁻³. If all acceptors are ionized, charge neutrality reads \(p-n_i^2/p=C\), so the hole density is

\[
p=\frac C2+\sqrt{\frac{C^2}{4}+n_i^2},\qquad
\frac{dp}{dC}=\frac p{\sqrt{C^2+4n_i^2}} .
\]

For neutral pairs the flux is proportional to \(-\nabla(Cp)\). The local diffusivity is therefore multiplied by

\[
\frac1{n_i}\frac{d(Cp)}{dC}
=\frac p{n_i}\left(1+\frac C{\sqrt{C^2+4n_i^2}}\right)=1.020.
\]

This 2% increase applies at the initial peak, in both wafers, and diminishes as the layers spread. For neutral pairs at this \(n_i\) it is an upper value for indium, a fairly deep acceptor: incomplete ionization makes the increase smaller. With full ionization, singly positive pairs would give 3.0%, and neutral pairs at \(n_i=7\times10^{18}\) cm⁻³ would give 2.9%.

## Relation to real anneals

Thermal nitridation of bare silicon in ammonia is an established way of injecting vacancies, and indium is an acceptor in silicon. The diffusivity and carrier density used here are order-of-magnitude values, the activation energy is approximate, and the dose is a chosen example. The equilibrium vacancy density is uncertain by orders of magnitude, and the pair migration length is an assumed scale. The model also omits implantation damage, which can release excess interstitials early in an anneal; the layer is taken to be free of such damage. Near a surface, incomplete recombination is the largest departure sized here. In the well-mixed estimate, a surface that emits vacancies moves the edge from 0.90 up to 0.95 for \(L=1\) µm and \(C_V^*=10^{14}\) cm⁻³, and one that absorbs interstitials can move it down, to 0.63 for \(\beta'=1.59\). Gradients within the layer would change both numbers. A 5% exchange share lowers the edge to 0.86 and a 2 K mismatch to 0.89. A measured ratio of 0.6 would therefore support \(f\ge0.9\) under vacancy injection if exchange is negligible, the temperatures are matched, the defect product is not below its equilibrium value, and, where the product exceeds that value, pairs release their defect much faster than they react with the opposite one. The numerical output lists the values used.

## Numbers as computed

```
Posed diffusivity ratio: 0.600 (dimensionless)
Lower fraction edge: 0.1000 (dimensionless)
Upper fraction edge: 0.9000 (dimensionless)
Minimum ratios and their s_I (dimensionless):
  f=0.50: ratio=1.0000, s_I=1.0000
  f=0.70: ratio=0.9165, s_I=0.6546
  f=0.80: ratio=0.8000, s_I=0.5000
  f=0.90: ratio=0.6000, s_I=0.3333
  f=0.95: ratio=0.4359, s_I=0.2294
Two s_I values at f=0.95: 0.0988, 0.5328 (dimensionless)
I share of current at upper edge: 0.500
Rough indium-in-silicon example:
Temperature: 1273 K; time: 3600 s
Equilibrium diffusivity: 1.00 nm^2/s
Initial layer width sigma: 20.0 nm
Pair migration length: 10.0 nm
AI and AV diffusivities: 1.0e+05, 4.0e+04 nm^2/s
Final equilibrium sigma: 87.18 nm
Final retarded sigma: 68.70 nm
Retarded/equilibrium variance growth: 0.6000
Coarse-grid width shift: -0.0000 nm
Excess kurtosis, simulated: 0.2362
Excess kurtosis, formula: 0.2327
Coarse-grid kurtosis shift: 0.0070
Averaged ratio with varying s_I: 0.6791
I-V capture radius: 0.50 nm
Equilibrium vacancy density: 1.0e+14 cm^-3
Resupply length 1 um: beta=1.5915
  minimum at f=0.9: 0.8067; upper edge: 0.9542
Resupply length 10 um: beta=0.0159
  minimum at f=0.9: 0.6032; upper edge: 0.9012
Vacancy transport D_V*C_V*: 2.0e+06 cm^-1 s^-1
Recombination lag estimate: 0.80 s
Exchange share 0.01: upper I edge=0.8925
Exchange share 0.05: upper I edge=0.8623
Dose: 1.0e+12 cm^-2; initial peak: 1.99e+17 cm^-3
Intrinsic carrier density: 1.0e+19 cm^-3
Peak doping-and-field increase: 2.01 %
Diffusion activation energy: 3.60 eV
Injected wafer colder by: 2.0 K
Temperature-corrected ratio: 0.6318
Temperature-corrected upper edge: 0.8876
```
